Why level-set reinitialisation changes deposited volume, and how to limit it

**Result**

Reinitialisation is meant to restore the slope of a level-set function without moving the surface. On a grid, the first-order upwind scheme with a sharp sign function (−1 inside, +1 outside) does move it. For a smooth closed contour, well resolved by square cells of side h and already described by a signed distance, the enclosed area A changes at leading order as

dA/dτ = −4h/3,

where τ is the pseudo-time of the reinitialisation, measured as a length. The rate does not depend on the size or shape of the contour, and repeated calls add up. When film lines a round hole, the hole closes too fast and the deposited volume is too large. When film grows on a wire, the volume is too small. In the example below the errors are +8 % and −13 % of the intended film. Constraining the position of the contour within its cell reduces both to about 0.4 % in magnitude for the settings of that example, but not to zero; the residual depends on the growth step and on how growth is discretised.

**What is held fixed, and what is not**

Let φ be negative inside the contour and positive outside, and let Φ be its value when reinitialisation begins. The continuous equation is

∂φ/∂τ + S(Φ)(|∇φ| − 1) = 0,

where S is the sign function. On the contour S = 0, so φ stays zero there. The grid generally has no node on the contour. Its position is interpolated between nodes on either side, and both of these are free to change.

Consider first a flat front, perpendicular to a grid line, that crosses this line between a left node L, inside, and a right node R, outside. It lies a fraction θ of a cell from L, and the initial slope is g instead of 1:

φ_L = −gθh,  φ_R = g(1 − θ)h.

Upwind differencing takes information from the side of the contour. Node R therefore uses its backward difference and node L its forward difference. These are the same number, D = (φ_R − φ_L)/h. If s_L and s_R are the magnitudes of S at the two nodes,

dφ_R/dτ = −s_R(D − 1),  dφ_L/dτ = +s_L(D − 1).

Subtracting the second equation from the first gives

h dD/dτ = −(s_L + s_R)(D − 1),

so D relaxes from g to 1. Integrating this over the whole relaxation gives

∫(D − 1)dτ = (g − 1)h/(s_L + s_R).

The final left value is therefore

φ_L' = −gθh + s_L(g − 1)h/(s_L + s_R).

The final slope is 1, so the new position is θ' = −φ_L'/h. Subtracting θ gives

θ' − θ = (g − 1)[θ − s_L/(s_L + s_R)],

provided the contour stays in its cell. A sharp sign has s_L = s_R = 1, and the bracket becomes θ − 1/2. With g = 0.6 and θ = 0.2 the shift is (−0.4)(−0.3) = 0.12 of a cell, and the scheme does end at θ' = 0.32. The smoothed sign S = Φ/√(Φ² + h²) ends at 0.206.

The formula relies on |∇φ| = D and does not carry over to a general tilt: for a front turned by 30°, with the same g and θ, the shift is only about 0.006 of a cell. This error vanishes when g = 1, so a second call on a converged, grid-aligned flat front does nothing. It returns if the growth step spoils the slope again, for instance because the velocity varies along the normal. Curvature produces a drift even when the slope is correct.

**Why a curved contour keeps drifting**

Let φ now be a true signed distance, so that |∇φ| = 1. At an outside node with φ_x > 0 the scheme uses the backward difference, φ_x − (h/2)φ_xx. With φ_x < 0 it uses the forward difference, φ_x + (h/2)φ_xx. To first order in h, both have the square

φ_x² − h|φ_x|φ_xx.

The y direction behaves in the same way. Calling the discrete gradient magnitude G and using √(1 − ε) ≈ 1 − ε/2,

G − 1 ≈ −(h/2)B outside,  B = |φ_x|φ_xx + |φ_y|φ_yy.

Inside, the upwind directions are reversed, so G − 1 ≈ +(h/2)B. The sign S is reversed as well. In ∂φ/∂τ = −S(G − 1) the two reversals cancel:

∂φ/∂τ = +(h/2)B on both sides.

This is numerical viscosity. To express B through the geometry, let the outward normal be (cos α, sin α) and let κ be the curvature, positive where the inside region is convex. A distance function bends only along the tangent (−sin α, cos α), so φ_xx = κ sin²α and φ_yy = κ cos²α. Hence

∂φ/∂τ = q = (hκ/2) f(α),  f = |sin α cos α|(|sin α| + |cos α|).

A rise of φ by qτ moves the zero inwards by qτ. The slope correction does not oppose this, because it responds to |∇φ| and a nearly uniform offset leaves |∇φ| unchanged. The discrete scheme therefore adds an unwanted curvature flow, strongest along the cell diagonals and zero along the axes.

The rates at individual nodes support this origin. For a circle of radius 50 nm with h = 1 nm, the mean rate of rise within 2 nm of the contour is 0.00418 outside and 0.00430 inside, in nm per nm of pseudo-time. The formula gives 0.00416 and 0.00433.

**From local drift to volume**

Since κ ds = dα along the contour, the area changes as

dA/dτ = −∮q ds = −(h/2)∫f dα.

In one quadrant,

∫(sin²α cos α + sin α cos²α)dα = 1/3 + 1/3 = 2/3.

The four quadrants give 8/3, and hence dA/dτ = −4h/3. Concave parts of a simple closed contour contribute with negative dα. The total turning is still 2π, so the result is the same.

For h = 1 nm the predicted loss is 1.3333 nm² per nm. Measured over τ = 10 nm, it is 1.3328 for a circle of radius 50 nm, 1.3327 for a radius of 30 nm, and 1.3321 for an ellipse with semi-axes of 60 and 35 nm.

An open piece of surface changes by an amount that depends only on the normal angles at its ends. A periodic surface returns to its initial angle, so its net change is zero at this order. That does not make the scheme harmless, because material is moved from crests to troughs. A surface of period 120 nm and height 12 cos(kx) + 2 cos(2kx) nm, with k = 2π/(120 nm), was followed for τ = 10 nm at h = 1 nm. The half-period centred on the crest lost 1.79 nm², against a predicted 1.81 nm². The whole period changed by only 0.01 nm². Conserved total volume is therefore not evidence of a correct profile, and a single global volume correction would not restore this one.

**How the error builds up during growth**

Suppose that reinitialisation with N iterations of pseudo-time step h/2 follows every growth increment δ. One call removes the area (4h/3)(Nh/2) = 2Nh²/3. Per unit of deposited thickness the loss is

λ = 2Nh²/(3δ),

which is a length. Define a = λ/(2π).

For a hole, the inside region is gas. Growth and drift both shrink it. With s the intended thickness deposited so far,

2πr dr/ds = −2πr − λ,  so dr/ds = −(r + a)/r.

Writing r/(r + a) = 1 − a/(r + a) and integrating from the initial radius r0 up to the full thickness d gives

r0 − r − a ln[(r0 + a)/(r + a)] = d.

For a wire, the inside region is solid. Growth enlarges it while drift shrinks it, so dr/ds = (r − a)/r and

r − r0 + a ln[(r − a)/(r0 − a)] = d.

When a is small, replacing r by its intended final value r_f in the logarithms gives a film-area error of magnitude

|ΔA| ≈ λ r_f |ln(r0/r_f)|.

In the opposite limit, the wire equation predicts no growth at r0 = a. For the settings used below, a is only about two cells, so this signals a breakdown of resolution and is not a reliable threshold. The same caution applies to the last few cells before a hole closes.

**A 20 nm film in a hole and on a wire**

A hole of radius 50 nm receives a uniform 20 nm film. The intended cross-section, which is the volume per unit depth, is

π(50² − 30²) = 5026.5 nm².

With h = 2 nm, δ = 0.5 nm and N = 5,

λ = 2 × 5 × 4/(3 × 0.5) = 26.7 nm,  a = 4.24 nm.

The hole equation gives a final radius of 27.76 nm instead of 30 nm, and a film of 5433 nm². The grid calculation, in which each growth increment is applied exactly by shifting φ by δ and is followed by sharp-sign reinitialisation, gives 5441 nm², an error of +8.25 % relative to the intended film. The same growth without reinitialisation gives 5026.6 nm², which isolates reinitialisation as the cause. Omitting it is safe here because uniform growth only adds a constant to φ and so preserves the slope. If growth is instead advanced with the first-order upwind gradient, it carries the same viscosity, 4h/3 per unit thickness, and gives about +0.8 % for the hole and −1.4 % for the wire with no reinitialisation at all.

For a wire growing from 30 to 50 nm radius, the intended film is the same but the error is −13.27 %. The 40 calls remove about 40 × 13.3 = 533 nm² directly in either case. In both, drift also shortens the perimeter on which later film grows. This offsets part of the excess in the hole and deepens the deficit on the wire.

Halving h to 1 nm, with N and δ/h held fixed, lowers the hole error to +4.11 %. Refinement helps only in proportion to h because there are twice as many calls.

**What to do about it**

A smoothed sign gives the nodes nearest the contour less weight. In this example it lowers the errors to +2.27 % for the hole and −3.69 % for the wire, so the drift is weakened but not removed.

A subcell constraint acts on the cause. Nodes next to the contour are set to

φ = Φ/|∇Φ|

and held there while the other nodes are updated. If both neighbours of the contour are divided by the same gradient, their ratio is unchanged, and so is θ. In the flat-front case above, θ stays at 0.2000. If the estimated gradients g_L and g_R differ, interpolation gives

θ' − θ = θ(1 − θ)(g_R − g_L)/[θg_R + (1 − θ)g_L].

A residual shift is therefore possible on curved fronts. Nodes that the moving front reaches later also bring in first-order errors. The combined residual is −0.38 % for the hole and +0.38 % for the wire. In these runs the calls themselves enlarge the enclosed area by 21 to 24 nm² in total, which accounts for most of the residual. Its size and sign depend on the settings: δ = 1 nm gives +0.07 % and −0.24 %, δ = 0.125 nm gives about −2.6 % for the hole, and first-order upwind growth gives +0.6 % and −1.1 %.

Where the constraint is not available, λ shows what can be adjusted: use fewer iterations, or allow more growth between calls, as long as φ remains close to a distance near the surface. A useful diagnostic is to reinitialise a stationary circle and record its area. A loss near 4h/3 per unit pseudo-time identifies this drift. The centre should be placed off the nodes, because a node with Φ = 0 has S = 0 and stays pinned: a circle of radius 50 nm centred on a node, with h = 1 nm, has 20 such nodes and loses only 1.12 nm² per nm over τ = 10 nm and 0.59 over τ = 150 nm. The law assumes radii of curvature of many cells, and it was not tested at sharp corners or during merging.

**Comparison with a real process**

The example lies roughly in the regime of low-pressure polysilicon deposition from silane: about 900 K, 0.3 Torr and 10 nm/min. If the gas is taken as pure silane, these values imply a reactive sticking probability β of about 1.3 × 10⁻⁵. With an assumed molecular diameter of 0.45 nm, the mean free path is about 350 μm, so molecules in the hole collide mainly with its walls. Balancing molecular diffusion, with coefficient 2rv/3 at mean molecular speed v, against wall consumption βvn/4 per unit area gives n'' = 3βn/(4r²) for the gas density n. In a hole of depth H with no flux through its bottom, the density there is lower than at the mouth by the fraction 1 − 1/cosh[H√(3β)/(2r)]. This is about 0.6 % for H = 1000 nm and r = 30 nm. Roughness of 3 nm rms at fixed mean radius changes the area by 0.56 % of the film. An assumed 1 % reverse reaction, made sensitive to curvature by a surface energy of 1 J/m², changes the growth rate by less than 0.1 %. The sharp-sign error is far larger than these effects, whereas the constrained error is comparable with the first two. The depletion estimate assumes that all growth comes from silane with one small sticking probability. Highly reactive gas-phase products such as silylene do not reach the bottom of the hole, so if they supplied 5 % of the growth at the mouth the deficit at the bottom would be about 5 %, comparable with the sharp-sign error. Real polysilicon also breaks the assumption of uniform growth through faceting and grain-dependent rates, which are not sized here. The numerical output follows.

Table of computed values

```
Flat front, slope 0.6, start fraction of cell: 0.2
  final fraction, sharp: 0.3200
  final fraction, smooth: 0.2064
  final fraction, anchored: 0.2000
Mean node rate outside, h=1 nm: 0.004181, law 0.004158 (nm/nm)
Mean node rate inside, h=1 nm: 0.004304, law 0.004329 (nm/nm)
Turning integral of angular factor: 2.666667
Circle r=50 nm, h=2 nm: area loss 2.6673, law 2.6667 nm2/nm
Circle r=50 nm, h=1 nm: area loss 1.3328, law 1.3333 nm2/nm
Circle r=30 nm, h=1 nm: area loss 1.3327, law 1.3333 nm2/nm
Ellipse 60 x 35 nm, h=1 nm: area loss 1.3321 nm2/nm
Periodic surface after tau=10 nm: crest loss 1.7892, law 1.8117 nm2
Periodic surface net loss: -0.0123 nm2
Example: thickness 20 nm, 5 iterations per call, growth step h/4
Exact film cross-section: 5026.5 nm2
Hole, h=2 nm: control 5026.6, sharp 5441.2, law 5432.9 nm2
  a=4.244 nm, law radius=27.76 nm, sharp error=+8.25 %
  smooth error=+2.27 %, anchored error=-0.38 %
Hole, h=1 nm: control 5026.6, sharp 5233.2, law 5230.3 nm2
  a=2.122 nm, law radius=28.90 nm, sharp error=+4.11 %
Wire, h=2 nm: control 5026.6, sharp 4359.5, law 4342.5 nm2
  a=4.244 nm, law radius=47.77 nm, sharp error=-13.27 %
  smooth error=-3.69 %, anchored error=+0.38 %
Rough process: 900 K, 0.3 Torr, 10 nm/min, depth 1000 nm
Implied reactive sticking probability: 1.34e-05
Depletion at hole bottom, r=30 nm: 0.557 %
Gas mean free path (diameter 0.45 nm): 345 um
Area effect of 3 nm rms roughness: 0.56 % of film
Curvature energy/kT (1 J/m2, r=30 nm): 0.0537
Growth-rate effect for 1 % reverse reaction: 0.055 %
```
